Why a Very Tight Gaussian Does Not Make a Pair Negligible

Consider two s-type Gaussians, exp(−a|r − A|²) and exp(−b|r − B|²), centred at A and B a distance R = |A − B| apart. How must the integral of their product depend on R? The total exponent is quadratic in r, A and B. Shifting r to the point where this exponent is stationary removes the linear term, so integration over r leaves an exponential of a quadratic form in A and B. Translations and rotations permit one such form, a multiple of R². The separation factor is therefore

K = exp(−μR²).

The coefficient μ has the dimension of an inverse squared length, as a and b have, and it is unchanged when the two functions exchange roles:

μ(a, b) = a g(b/a), μ(a, b) = μ(b, a),

with g a dimensionless function. One limit is known without calculation. If b = 0, the second function is constant, and moving its centre changes nothing, so μ(a, 0) = 0 however large a may be. This rules out μ = a, and it also rules out the symmetric guess μ = max(a, b). A tight function cannot by itself make the integral decay with distance.

**The belief and its appeal**

The belief is this: if one function of a pair is very tight, the pair is negligible as soon as the centres are a short distance apart, because the tight function has died out before it reaches its partner.

The premise is true. With a = 1000 bohr⁻² and R = 1.5 bohr, the tight function at the partner's centre is exp(−2250), or about 10⁻⁹⁷⁷. The conclusion would follow if the product had to be judged at B. But an integral collects the product from all space, and at A the tight function equals one while the diffuse function equals exp(−bR²). For b = 0.2 bohr⁻² that is exp(−0.45) = 0.638. The belief examines the pair where the product is tiny and overlooks the place where it is concentrated.

**The reduced exponent**

Put the origin at A and let R also denote the vector from A to B. With p = a + b, expanding the square gives

ar² + b|r − R|² = pr² − 2b r·R + bR².

The first two terms on the right belong to a square centred at P = bR/p:

p|r − bR/p|² = pr² − 2b r·R + b²R²/p.

Subtracting the surplus b²R²/p gives

ar² + b|r − R|² = p|r − P|² + (b − b²/p)R².

Since b − b²/p = b(p − b)/p = ab/p, the product of the two Gaussians is

exp(−μR²) exp(−p|r − P|²), μ = ab/(a + b).

The factor K is thus the value of the product at its maximum, P. That point lies at a distance d = bR/p from A, which shrinks as a grows. For a = 1000 and b = 0.2 bohr⁻² at R = 1.5 bohr, d is 3.0 × 10⁻⁴ bohr: the product sits almost on the tight centre.

Let a ≥ b > 0 from here on. The form

μ = b − b²/(a + b)

shows how μ responds to tightening. The subtracted term is positive and falls as a grows. At a = b it equals b/2, and as a → ∞ it vanishes. Hence

b/2 ≤ μ < b, and so exp(−bR²) < K ≤ exp(−bR²/2) for R > 0.

The reduced exponent tends to the smaller exponent, and the diffuse partner sets the decay. Starting from equal exponents, unlimited tightening of one function lowers K by no more than a factor exp(−bR²/2).

For b = 0.2 bohr⁻² and R = 1.5 bohr, overlaps integrated numerically give these values of K, beside the estimate exp(−aR²):

a = 0.2 bohr⁻²: K = 0.7985, estimate 10^(−0.20)
a = 10 bohr⁻²: K = 0.6433, estimate 10^(−9.77)
a = 1000 bohr⁻²: K = 0.6377, estimate 10^(−977)
a = 10000 bohr⁻²: K = 0.6376, estimate 10^(−9772)

The factor settles at exp(−0.45) = 0.6376 while the estimate collapses.

**What tightening does reduce**

Normalized functions bring in a second effect, which must be kept apart from the first. Since ∫exp(−2ar²)d³r = (π/2a)^(3/2), the normalization constant is (2a/π)^(3/4), and likewise for b. The product Gaussian integrates to (π/p)^(3/2). The normalized overlap is therefore

S = (4ab/π²)^(3/4) (π/p)^(3/2) K = S₀K,

S₀ = [2√(ab)/(a + b)]^(3/2).

For a ≫ b, S₀ tends to (4b/a)^(3/4), so the overlap does become small. But S₀ does not contain R: the smallness is already there when the centres coincide. In the example with a = 1000 bohr⁻², S₀ = 4.755 × 10⁻³, and

S = 4.755 × 10⁻³ × 0.6377 = 3.032 × 10⁻³.

Separation has removed about a third of the overlap; the rest of the reduction comes from the mismatch in size.

The tight function acts as a probe that samples its partner at A. Without normalization, sampling would give (π/a)^(3/2) exp(−bR²). The true integral divided by this estimate is

(a/p)^(3/2) exp(b²R²/p) = 1 + (b²R² − 3b/2)/a + O(a⁻²),

because (1 + b/a)^(−3/2) = 1 − 3b/(2a) + O(a⁻²) and b² R²/p = b²R²/a + O(a⁻²). The numbers give (0.09 − 0.30)/1000 = −2.1 × 10⁻⁴, in agreement with the integrated ratio 0.99979.

**A small overlap can accompany a larger integral**

The size of the prefactor depends on the operator. In atomic units, the normalized pair is a charge S spread as a Gaussian of exponent p about P. Let φ(d) be the potential of such a Gaussian with unit charge, at distance d from its centre. The candidate

φ(d) = erf(√p d)/d

vanishes at infinity. By Gauss's law, −d²φ′(d) must be the charge within radius d. Differentiation gives

−d²φ′(d) = erf(√p d) − 2d√(p/π) exp(−pd²).

This is zero at d = 0, and its derivative is 4π(p/π)^(3/2) d² exp(−pd²), which is the charge per unit radius. The candidate is therefore correct. The attraction of the pair to a unit point charge at A has magnitude

V = S erf(√p d)/d.

Here √p d = bR/√p, which tends to zero as a grows. With erf(x) ≈ 2x/√π for small x, this becomes V ≈ 2S√(p/π). In the example the factor 2√(p/π) is about 35.7, and V = 0.1082 hartree, although S is only 0.0030.

For electron repulsion, consider the pair interacting with a copy of itself. The difference of two independent positions, each distributed as exp(−ps²), is distributed with exponent p/2, because variances add. The mean of 1/r₁₂ is then the potential at the centre of a unit Gaussian of exponent p/2, namely 2√(p/2π) = √(2p/π). Thus

(ab|ab) = S²√(2p/π), Q = √(ab|ab) = S(2p/π)^(1/4).

Because the Coulomb repulsion is a positive quadratic form, the Cauchy–Schwarz inequality bounds |(ab|cd)| by the product of the two pairs' Q factors. The example has Q = 0.0152 hartree^(1/2).

At fixed b and R, and for a large enough that a ≫ b and bR/√p ≪ 1, K is nearly constant, p ≈ a and S₀ ≈ (4b/a)^(3/4), so S falls as a^(−3/4). Multiplying by p^(1/4) makes Q fall as a^(−1/2), and multiplying by p^(1/2) makes V fall as a^(−1/4). A threshold on the overlap alone is therefore a poor guide to the other integrals.

**Where the pair really becomes negligible**

Suppose an overlap below τ may be dropped. Setting S₀ exp(−μR²) = τ and solving for the distance gives, for S₀ > τ,

R_τ = √[ln(S₀/τ)/μ].

With τ = 10⁻¹⁰, a = 1000 and b = 0.2 bohr⁻²,

R_τ = √(17.68/0.19996) = 9.40 bohr.

The belief would discard the pair once exp(−aR²) < τ, that is, beyond √(23.03/1000) = 0.152 bohr. At that distance the overlap is still 4.73 × 10⁻³, over ten million times the threshold.

The belief is right in its conclusion when the smaller exponent is also large on the scale of 1/R². Since μ ≥ b/2, a large bR² guarantees a small K. For exponents 1000 and 100 bohr⁻² at R = 1.5 bohr, μ = 90.9 bohr⁻² and S = 6.4 × 10⁻⁹⁰. That pair is negligible because both functions are tight.

For functions of higher angular momentum, the Gaussian part of the product is unchanged and the same K appears. The polynomial factors can alter the size of an integral, or make it vanish by symmetry, but they do not alter μ.

**The consequence in a molecule**

Hydrogen fluoride with a bond length of 1.75 bohr shows what is at stake. The level is restricted Hartree–Fock in the uncontracted 6-31G basis, where each primitive Gaussian is a separate basis function. It omits electron correlation, and the basis is small.

Let D be the converged density matrix and h the matrix of kinetic energy plus attraction to both nuclei. The one-electron energy is the sum of D_ij h_ij over all i and j. Both matrices are symmetric, so pairs with i on fluorine and j on hydrogen contribute

E_FH = 2 Σ D_ij h_ij, with i on F and j on H.

There are 88 such pairs; 32 of them, which join a fluorine p function perpendicular to the bond to a hydrogen s function, vanish by symmetry but are included in the counts here. The mistaken test discards a pair when exp(−max(a, b)R²) < 10⁻¹⁰. With R² = 3.0625 bohr², it rejects every pair in which either exponent exceeds 23.03/3.0625 = 7.52 bohr⁻². This removes 49 pairs, among them one with an overlap of magnitude 0.099. Their summed contribution is −0.0703 hartree, so dropping them at fixed density raises the one-electron energy by that amount.

The same threshold applied to exp(−μR²) removes 9 pairs. Their summed contribution is below 10⁻¹² hartree in magnitude, and their largest overlap is 5.7 × 10⁻¹³.

The tightest functions matter too. Six pairs join a fluorine exponent above 100 bohr⁻² to a hydrogen exponent below 1 bohr⁻². Together they contribute −2.46 × 10⁻³ hartree, while their overlap population, 2 Σ D_ij S_ij, is only 1.5 × 10⁻⁵ electrons.

These are signed sums, in which individual terms may cancel. They leave out changes in electron repulsion and the response of the orbitals, so they are not the errors of a calculation converged again without the pairs. In the sum of −0.0703 hartree the magnitudes of the terms add to 0.61 hartree. The sums also belong to the basis rather than to the molecule. In the uncontracted 6-311G, cc-pVDZ and cc-pVTZ bases the mistaken test removes −0.128, +0.040 and +0.032 hartree, and the pairs joining a fluorine exponent above 100 bohr⁻² to a hydrogen exponent below 1 bohr⁻² contribute −9.3 × 10⁻³, +7.9 × 10⁻³ and +3.3 × 10⁻³ hartree, while the test on exp(−μR²) removes less than 3 × 10⁻¹⁰ hartree in magnitude. What carries over is the scale, not the value or the sign: in each of these bases the mistaken test discards a few hundredths to about a tenth of a hartree that the reduced exponent retains. The numerical check below covers the model pair and the molecule in the 6-31G basis.

Values computed for the example and the checks

```
diffuse exponent b = 0.2 bohr^-2, separation R = 1.5 bohr
limit exp(-b R^2) = 0.637628
a, mu (bohr^-2); K=S(R)/S(0); S(R); log10 exp(-a R^2)
     0.2 0.100000 0.798516 7.9852e-01 -0.20
     1.0 0.166667 0.687289 4.4227e-01 -0.98
    10.0 0.196078 0.643279 9.3933e-02 -9.77
   100.0 0.199601 0.638201 1.7021e-02 -97.72
  1000.0 0.199960 0.637686 3.0325e-03 -977.16
 10000.0 0.199996 0.637634 5.3936e-04 -9771.63
for a = 1000 bohr^-2:
product centre from tight centre = 2.9994e-04 bohr
overlap / sampling estimate = 0.9997900
S0 = 4.755402e-03, S = 3.032451e-03
V = 0.108213 hartree
Q = 0.015233 hartree^(1/2)
powers of a between 1e4 and 1e5 bohr^-2:
S -0.7500, V -0.2500, Q -0.5000
threshold tau = 1e-10
distance where S = tau: 9.4024 bohr
mistaken cutoff distance: 0.1517 bohr
S at mistaken cutoff = 4.7336e-03
contrast pair: a = 1000, b = 100 bohr^-2
mu = 90.9091 bohr^-2, S = 6.405e-90
HF molecule, RHF/uncontracted 6-31G, R = 1.75 bohr
total energy = -99.988269 hartree
one-electron energy = -150.533762 hartree
F-H basis-function pairs: 88
mistaken test: 49 pairs
  energy part = -7.033757e-02 hartree
  overlap population = 2.935589e-03 electrons
  largest |S| = 9.9037e-02
reduced-exponent test: 9 pairs
  energy part = -3.072608e-13 hartree
  overlap population = 5.505681e-16 electrons
  largest |S| = 5.6898e-13
F > 100, H < 1 bohr^-2: 6 pairs
  energy part = -2.458454e-03 hartree
  overlap population = 1.461697e-05 electrons
  largest |S| = 7.2151e-03
```
